# Stoney's formula for the bow of an ion-damaged silicon wafer

**Question**

I am working on damage accumulation in ion-implanted silicon. The exercise gives a 775 µm wafer with biaxial modulus 180 GPa and a damaged layer 100 nm deep under a stress of 1 GPa. It asks for the radius of curvature from Stoney's formula.

I can put numbers into a formula, but I am stuck on what it means. Where does the factor 6 come from? Why is the wafer's modulus needed and not that of the damaged layer, which may be softer? Which way does the wafer bend? And if I measured this curvature on a 300 mm wafer, would it tell me how much damage there is?

**Answer**

The formula follows from two conditions on a free wafer: no net force and no net bending moment. The factor 6, the sign and the modulus all come out of them.

**Setting up the stress**

Take an initially flat (001) wafer of total thickness \(h\), with the damaged layer of thickness \(t\) included in \(h\). Let \(z\) be measured from the mid-plane towards the implanted face, so that the layer occupies \(h/2-t<z<h/2\). Tension is positive, and positive curvature \(k=1/R\) makes the implanted face convex. The material is elastic during release, and the layer is uniform across the wafer. The result applies away from the rim, where stresses must adjust to the free edge.

Suppose the damage would make the layer, if it were detached, longer by a strain \(e\) in every in-plane direction. While the wafer is held flat, the layer cannot expand. It is elastically compressed by \(e\), and its stress is \(-S\), with

\[
S=Me .
\]

The biaxial modulus \(M\) is the ratio of stress to strain when both in-plane directions are strained equally and the faces are free. For an isotropic material, Hooke's law gives \(e=(S-\nu S)/E\), hence \(M=E/(1-\nu)\), where \(E\) is Young's modulus and \(\nu\) is Poisson's ratio.

Silicon is cubic. On a (001) wafer, the free face requires \(C_{11}e_z+2C_{12}e=0\), so \(e_z=-2C_{12}e/C_{11}\). The in-plane stress is then

\[
(C_{11}+C_{12})e+C_{12}e_z
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .
\]

The bracket is \(M\). It holds for every in-plane direction, because a strain equal along both in-plane axes is unchanged by rotation about the normal, and so is the resulting stress. With rough constants \(C_{11}=166\) GPa and \(C_{12}=64\) GPa, it gives 181 GPa, close to the value in your exercise.

**Releasing the wafer**

When the wafer bends into a shallow spherical cap, a line at height \(z\) has radius \(R+z\) instead of \(R\). It is therefore stretched by \(z/R=kz\). Adding a uniform strain \(e_0\), the stress after release is

\[
\sigma(z)=M(e_0+kz)-
\begin{cases}S,&\text{in the layer}\\0,&\text{below it.}\end{cases}
\]

For now the layer has the same modulus as the wafer. No external force acts, so the integral of \(\sigma\) over thickness must vanish. The term in \(kz\) integrates to zero about the mid-plane, leaving

\[
Mhe_0-St=0,\qquad e_0=\frac{St}{Mh}.
\]

No external moment acts either, so the integral of \(z\sigma\) vanishes. Now the \(e_0\) term drops out, and

\[
Mk\int_{-h/2}^{h/2}z^2\,dz
=S\int_{h/2-t}^{h/2}z\,dz .
\]

The left integral is \(h^3/12\). The right one is \(\tfrac12[(h/2)^2-(h/2-t)^2]=t(h-t)/2\). Therefore

\[
k=\frac{6St(h-t)}{Mh^3}
=\frac{6St}{Mh^2}\left(1-\frac th\right).
\]

For \(t\ll h\) the last bracket is replaced by one, which gives Stoney's formula:

\[
\boxed{R=\frac{Mh^2}{6St}}
\]

The 6 is 12 divided by 2: the 12 belongs to the bending stiffness, and the 2 to the lever arm \(h/2\) from mid-plane to layer. Since \(S\) denotes compression, \(k\) is positive: the layer pushes outward near one face and makes that face convex. A tensile layer of the same strength would make it concave.

**The numbers**

The force per width is

\[
F=St=(10^9\ \text{Pa})(10^{-7}\ \text{m})=100\ \text{N/m}.
\]

Hence

\[
R=\frac{(180\times10^9\ \text{Pa})(775\times10^{-6}\ \text{m})^2}
{6(100\ \text{N/m})}=180\ \text{m}.
\]

The curvature is \(5.55\times10^{-3}\) m\(^{-1}\). Keeping the factor \(1-t/h\) changes the radius from 180.19 to 180.21 m, which is irrelevant at the accuracy of the inputs.

For a wafer of diameter \(2a\), the height of the cap is

\[
b=R-\sqrt{R^2-a^2}\simeq\frac{a^2}{2R}=\frac{(2a)^2}{8R},
\]

where the square root has been expanded for \(a\ll R\). With \(2a=0.300\) m this gives \(b=62\) µm. A radius comparable to a large building thus corresponds to a bow less than a tenth of the wafer thickness.

The thin-layer step does matter for thick layers. At \(t/h=0.1\), with equal moduli, Stoney's curvature is too large by \(1/(1-0.1)-1=11\%\), relative to the full balance.

**Why the layer's modulus drops out**

The layer's modulus helps to determine \(S\) from the expansion \(e\). Once \(S\) itself is given, the layer modulus affects only how the layer resists the small strain of release. At the implanted face this strain is, to leading order in \(t/h\),

\[
e_0+\frac{kh}{2}\simeq\frac{St}{Mh}+\frac{3St}{Mh}
=\frac{4St}{Mh}.
\]

Let the layer have modulus \(M_L\). Its extra resisting stress is \((M_L-M)\,4St/(Mh)\). Multiplying by its thickness \(t\) and lever arm \(h/2\) gives an extra moment. Relative to the driving moment \(Sth/2\), this is

\[
\left(\frac{M_L}{M}-1\right)\frac{4t}{h},
\qquad
\frac{\Delta k}{k}\simeq
\left(1-\frac{M_L}{M}\right)\frac{4t}{h}.
\]

For a layer 30% softer than the wafer, at fixed \(S\), this is \(0.3\times4\times1.29\times10^{-4}\), or 0.015%. A direct solution of the two balance conditions with \(M_L=0.7M\) gives the same 0.015%. If instead \(e\) were fixed, the softer layer would have \(S=M_Le\), and the curvature would fall by about 30%. The question of what is held fixed is therefore essential.

The same release strain shows that bending hardly relieves the layer. With equal moduli, its compression falls by the fraction \(4t/h=0.05\%\). Just below it, the wafer is in tension at \(4St/h=0.52\) MPa. At the back face the strain is \(e_0-kh/2\simeq-2St/(Mh)\), so there the stress is compressive and half as large. Between them, zero stress lies at

\[
z=-\frac{e_0}{k}\simeq-\frac h6,
\]

that is, \(h/2+h/6=2h/3\), or 517 µm, below the implanted face. The stress-free plane is not the mid-plane, because the wafer is stretched as well as bent.

**What curvature says about damage**

Implantation damage is rarely a uniform slab. Let the held-flat compression at depth \(y\) be \(s(y)\), and keep the modulus uniform. Since \(z=h/2-y\), the moment balance becomes

\[
\frac{Mkh^3}{12}=\int s(y)\left(\frac h2-y\right)dy .
\]

Define \(F=\int s\,dy\) and the stress-weighted mean depth \(\bar y=\int ys\,dy/F\). Then

\[
k=\frac{6F}{Mh^2}\left(1-\frac{2\bar y}{h}\right).
\]

For shallow damage, curvature measures \(F\), the area under the stress profile. It does not resolve the peak. Consider a Gaussian profile centred 60 nm deep, with standard deviation 25 nm, cut off at the surface and at 200 nm, and scaled to the same 100 N/m. Its peak stress is 1.61 GPa, yet the balance gives \(R=180.22\) m. A curvature measurement could not distinguish it from your uniform layer.

During damage accumulation, a change in curvature gives the change in force per width,

\[
\Delta F=\frac{Mh^2}{6}\Delta k ,
\]

provided \(h\) and \(M\) of the wafer remain effectively unchanged. To turn \(F\) into a mean stress you need an independently measured depth. To turn stress into a defect concentration you also need the expansion per defect, which elasticity does not supply.

Nor must \(F\) keep rising with dose. If damaged material flows or becomes amorphous, the stress it carries can change. Stoney's formula still gives the force present at that moment, as long as the release is elastic and the layer is thin. It cannot tell whether a small force means little damage or much damage whose stress has relaxed. In your exercise \(e=S/M=0.56\%\), using the wafer modulus for the layer; this is an equivalent elastic expansion, not a defect fraction.

**Is the small-deflection formula good enough?**

A flat disc cannot become a spherical cap without some stretching within its surface. To find the leading effect, treat the wafer as isotropic with \(\nu=0.28\), a rough value, and take the deflection magnitude as \(w=kr^2/2\). With radial displacement \(u\), the mid-plane strains are \(\varepsilon_r=u'+k^2r^2/2\) and \(\varepsilon_\theta=u/r\). Eliminating \(u\) gives

\[
\varepsilon_r-(r\varepsilon_\theta)'=\frac{k^2r^2}{2}.
\]

In-plane equilibrium is \((r\sigma_r)'=\sigma_\theta\), and the free edge needs \(\sigma_r(a)=0\). These conditions are met by

\[
\sigma_r=\frac{Ek^2}{16}(a^2-r^2),\qquad
\sigma_\theta=\frac{Ek^2}{16}(a^2-3r^2).
\]

Equilibrium and the edge condition are seen at once. For the strain condition, Hooke's law gives

\[
\begin{aligned}
\varepsilon_r&=\frac{k^2}{16}[(1-\nu)a^2-(1-3\nu)r^2],\\
(r\varepsilon_\theta)'&=\frac{k^2}{16}[(1-\nu)a^2-3(3-\nu)r^2],
\end{aligned}
\]

whose difference is \(8k^2r^2/16\), as required.

The stretching energy per area is \(h(\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta)/(2E)\). Set \(x=r^2/a^2\) to average over the disc. The averages of \((1-x)^2\), \((1-3x)^2\) and \((1-x)(1-3x)\) are \(1/3\), 1 and 0, so the mean is \(Ehk^4a^4/384\). Bending costs \(\int Mk^2z^2dz=Mh^3k^2/12\) per area. The layer, expanding by \(kh/2\) in two directions, supplies \(2St(kh/2)=Sthk\). The energy to be minimized is therefore

\[
\frac{Mh^3k^2}{12}+\frac{Ehk^4a^4}{384}-Sthk .
\]

Setting its derivative to zero, multiplying by \(6/(Mh^3)\), and using \(E/M=1-\nu\) gives

\[
k\left[1+(1-\nu)K^2\right]=k_0,\qquad
K=\frac{ka^2}{4h},
\]

where \(k_0\) is Stoney's curvature. Here \(K\simeq0.040\), so the reduction is about \(0.72\times0.040^2\), or 0.12%.

The true shape need not remain spherical, but this leading correction is right for the edge slope divided by \(a\). The reason is that the layer's work depends on the shape through the edge slope alone: the sum of the two curvatures is \((rw')'/r\), and its area integral is \(2\pi aw'(a)\). The derivative of the minimum energy with respect to the load thus gives the edge slope, and the first-order change of that minimum is the stretching energy of the original spherical shape. A numerical minimization with five polynomial terms each for slope and radial displacement also gives 0.12%.

**Would a real measurement show 62 µm?**

Not directly, if the wafer lies horizontally on a ring at its edge. Let \(w\) now be the downward deflection, \(q\) the weight per area, and \(B=Eh^3/[12(1-\nu^2)]\) the bending rigidity. The moments per width are

\[
m_r=-B\left(w''+\frac{\nu w'}r\right),\qquad
m_\theta=-B\left(\frac{w'}r+\nu w''\right).
\]

The weight inside radius \(r\) is \(\pi r^2q\), so the shear force per length is \(qr/2\). Moment balance on a ring element is \(m_r'+(m_r-m_\theta)/r=-qr/2\). Since \((w'/r)'=(w''-w'/r)/r\), the terms in \(\nu\) cancel and

\[
B\left(w''+\frac{w'}r\right)'=\frac{qr}{2}.
\]

Integrating twice, with no singularity at the centre, gives \(w'=qr^3/(16B)+cr\). A simply supported edge has \(m_r(a)=0\), which fixes

\[
c=-\frac{(3+\nu)qa^2}{16B(1+\nu)}.
\]

The centre sag is minus the integral of \(w'\) from 0 to \(a\):

\[
\begin{aligned}
w_g&=-\frac{qa^4}{64B}+\frac{(3+\nu)qa^4}{32B(1+\nu)}
=\frac{(5+\nu)qa^4}{64B(1+\nu)}\\
&=\frac{3(5+\nu)qa^4}{16Mh^3}.
\end{aligned}
\]

The last step uses \(B=Mh^3/[12(1+\nu)]\). With a rough density of 2330 kg/m³, and the wafer again treated as isotropic with \(\nu=0.28\), \(q=17.7\) Pa and the sag is 106 µm, 1.7 times the stress bow. For the same biaxial modulus, the cubic anisotropy of silicon lowers this sag by about 2%. Measure the shape before and after implantation on the same support and take the difference. In the linear range the gravity sag then cancels.

Temperature matters if you measure during implantation. A difference \(\Delta T\) across the thickness, hotter at the implanted face, gives free strain \(\alpha\Delta T\,z/h\) about the mean. This is already linear in \(z\), so a free wafer, heated uniformly over its face, takes the curvature \(k_T=\alpha\Delta T/h\) without thermal stress; a wafer clamped to a chuck or heated by a localized beam does not meet these conditions. If 1 W/cm² enters that face and leaves at the back, steady conduction gives \(\Delta T=Ph/\lambda\), with \(P\) the heat flux. For rough values \(\lambda=150\) W/(m K) and \(\alpha=2.6\times10^{-6}\) K\(^{-1}\), \(\Delta T=0.052\) K and \(k_T\) is 3.1% of the stress curvature. It has the same sign and disappears when the wafer reaches uniform temperature. A difference of 1.7 K would imitate the whole signal.

**How realistic is the exercise?**

The thickness and modulus suit a standard 300 mm (001) silicon wafer. The layer stress depends on the ion, the dose and the temperature, so take 1 GPa as a given of the exercise, not as a typical value. At one fifth of the stress, with everything else fixed, the radius is five times larger and the bow five times smaller, so gravity and temperature matter more. The assumption most strongly broken in a horizontal measurement is that the wafer is free of external load: on an edge ring, gravity adds about 106 µm to a 62 µm stress bow or acts against it by the same amount, depending on which face is up. By comparison, the thin-layer error is negligible. The small-deflection error is also negligible for the free wafer, but on the ring, where gravity adds to the deflection, the before-and-after difference falls short of Stoney's value by about 3% in centre height and about 4% in curvature at the centre. With the other face up, the shortfall in centre height is below 1%. The full set of values is in the numerical output.

## Computed values

```
Layer stress magnitude S: 1.00 GPa
Layer thickness t: 100 nm
Wafer thickness h: 775 um
Biaxial modulus M: 180 GPa
Wafer diameter: 300 mm
Free expansion strain S/M: 0.556 %
Force per width S t: 100.0 N/m
Stoney radius R: 180.19 m
Stoney curvature: 0.005550 1/m
Radius from force and moment balance: 180.21 m
Bow across wafer: 62.43 um
Thickness ratio t/h: 1.290e-04
Layer stress lost on release: 0.0516 %
Tension just below layer: 0.516 MPa
Depth of stress-free plane: 516.7 um
Curvature change, layer modulus 0.7 M: 0.01548 %
Stoney curvature error at t/h = 0.1: 11.11 %
Gaussian profile centre depth: 60 nm
Gaussian profile standard deviation: 25 nm
Gaussian profile cutoff depth: 200 nm
Gaussian profile peak stress: 1.609 GPa
Gaussian profile radius: 180.22 m
Rough C11, C12, C44: 166, 64, 80 GPa
Biaxial modulus from constants, (001): 180.65 GPa
Biaxial modulus from constants, (111): 229.84 GPa
Rough Poisson ratio: 0.28
Deflection parameter K: 0.04028
Finite-deflection curvature loss: 0.1162 %
Rough silicon density: 2330 kg/m^3
Weight per area: 17.71 Pa
Gravity sag on edge ring: 105.9 um
Gravity sag / stress bow: 1.70
Rough thermal expansion: 2.6 ppm/K
Rough thermal conductivity: 150 W/(m K)
Beam heat flux: 1.0 W/cm^2
Temperature difference through wafer: 0.0517 K
Thermal / stress curvature: 3.12 %
Temperature difference matching stress bow: 1.654 K
```
